**Equally spaced averaging of planetary deposition flux**

The program tests the error law $N^{m-1}e^{-aN}$ for the $N$-point equal-weight mean, where $m=(n+3)/2$, $n$ is the emission exponent and $a$ is the distance to the nearest complex zero of the squared source-to-point distance. It asserts the single-rotation formulas against direct sums and quadrature, and the planetary decay rate against 130-digit sums. It also asserts the certified error bound, the gear-resonance formula and the $N^{-2}$ error caused by shadow edges. For a single rotation, the output places the threshold against Gauss-Legendre quadrature at $a^*=1.356$; below it, a Gauss rule started at the flux peak has the faster rate. In the aluminium example, a relative error of $10^{-6}$ takes 36 equally spaced points, 64 Simpson points or 47 to 55 Gauss points. Uncertainty in the emission exponent changes the computed thickness by more than 10%, far more than the averaging error.

## Numerical verification

```python
"""Equally spaced averaging of evaporation flux over planetary rotation.

Result under test: for an unshadowed point source the N-point periodic
trapezoidal mean has error of order N**(m-1) exp(-a N), m = (n+3)/2, where
a is the distance from the real angle axis to the nearest complex zero of
the squared source-to-point distance. Gauss-Legendre is also exponential;
which rule is faster depends on a and on the starting angle.
Symbols: h throw height, s source offset, R orbit radius, rho radius on the
planet, n emission exponent, q orbits and p planet turns per closed path,
t path angle, beta0 initial planet angle. Lengths are in mm.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.special import hyp2f1, gamma

TWO_PI = 2 * np.pi
h, s, R, rho, n = 600.0, 200.0, 250.0, 100.0, 2.0
q, p, beta0 = 2, 7, 0.7
m = (n + 3) / 2


def flux(r2, height=h, exponent=n):
    """Deposited volume per area per evaporated volume, 1/mm^2."""
    return ((exponent + 1) * height**(exponent + 1) / TWO_PI
            * r2**(-(exponent + 3) / 2))


def path_flux(t):
    position = R * np.exp(1j * q * t) + rho * np.exp(1j * (p * t + beta0))
    return flux(h**2 + np.abs(position - s)**2)


def trap_mean(f, count, start=0.0):
    return np.mean(f(start + TWO_PI * np.arange(count) / count))


def simpson_mean(f, count):
    t = np.linspace(0, TWO_PI, count + 1)
    return simpson(f(t), x=t) / TWO_PI


def gauss_mean(f, count, start=0.0):
    x, weight = np.polynomial.legendre.leggauss(count)
    return np.dot(weight, f(start + np.pi * (x + 1))) / 2


def legendre_mean(A, B, power):
    """Closed form of the angular mean of (A - B cos t)**(-power)."""
    D = np.sqrt(A * A - B * B)
    return D**(-power) * hyp2f1(1 - power, power, 1, (1 - A / D) / 2)


def torus_mean(radius, offset=s, exponent=n):
    """Mean over independent orbit and planet angles."""
    alpha = TWO_PI * np.arange(96) / 96
    u = np.abs(R * np.exp(1j * alpha) - offset)
    power = (exponent + 3) / 2
    value = legendre_mean(h**2 + u**2 + radius**2, 2 * u * radius, power)
    return (exponent + 1) * h**(exponent + 1) / TWO_PI * np.mean(value)


def gauss_rate(z):
    """Error decay per node for a singularity at z, interval [-1, 1]."""
    root = np.sqrt(z - 1 + 0j) * np.sqrt(z + 1 + 0j)
    return 2 * np.abs(np.log(np.abs(z + root)))


# Emission is normalised over the whole receiving plane.
total = quad(lambda x: TWO_PI * x * h**2 * flux(h**2 * (1 + x * x)),
             0, np.inf)[0]
assert abs(total - 1) < 1e-8

# Single rotation: a sharply peaked flux and a broad flux, exponent one.
A1, B1 = 100.0**2 + 200.0**2 + 200.0**2, 2 * 200.0 * 200.0
A2, B2 = 600.0**2 + 200.0**2 + 150.0**2, 2 * 200.0 * 150.0
D1 = np.sqrt(A1**2 - B1**2)
a1, a2 = np.arccosh(A1 / B1), np.arccosh(A2 / B2)


def sharp(t):
    return (1 - B1 / A1 * np.cos(t))**-2


def broad(t):
    return (1 - B2 / A2 * np.cos(t))**-2


sharp_mean = (A1 / D1)**3
broad_mean = (1 - (B2 / A2)**2)**-1.5
for f, value in ((sharp, sharp_mean), (broad, broad_mean)):
    direct = quad(f, 0, np.pi, epsabs=0, epsrel=1e-11)[0] / np.pi
    assert abs(direct / value - 1) < 1e-9
for power in (2.0, 2.5, 3.2):
    direct = quad(lambda t: (1 - B1 / A1 * np.cos(t))**-power, 0, np.pi,
                  epsabs=0, epsrel=1e-11)[0] / np.pi
    assert abs(direct / legendre_mean(1.0, B1 / A1, power) - 1) < 1e-9


def alias_error(count):
    k = count * np.arange(1, 80)
    return 2 * A1**2 * np.sum(np.exp(-a1 * k) * (A1 + k * D1)) / D1**3


for count in range(5, 25):
    error = trap_mean(sharp, count) - sharp_mean
    assert abs(error / alias_error(count) - 1) < 1e-7
simpson_error = simpson_mean(sharp, 32) - sharp_mean
simpson_formula = (4 * alias_error(32) - alias_error(16)) / 3
assert abs(simpson_error / simpson_formula - 1) < 1e-7

# Leading error for a half-integer power; next term is of order 1/N^2.
count = 40
reduced_D = D1 / A1
leading = (2 * count**1.5 * np.exp(-a1 * count)
           * (1 + 2.5 * 1.5 / (2 * reduced_D * count))
           / (gamma(2.5) * reduced_D**2.5))
measured = (trap_mean(lambda t: (1 - B1 / A1 * np.cos(t))**-2.5, count)
            - legendre_mean(1.0, B1 / A1, 2.5))
assert abs(measured / leading - 1) < 0.03

# Gauss rates, with the peak at the interval end or in its middle.
# Windowed maxima remove oscillation; the double pole gives a factor N.
end_rate = float(gauss_rate(1 + 1j * a1 / np.pi))
middle_rate = float(gauss_rate(1j * a1 / np.pi))
assert abs(middle_rate - 2 * np.arcsinh(a1 / np.pi)) < 1e-12
for start, rate, first, shift in ((0.0, end_rate, 10, 16),
                                  (-np.pi, middle_rate, 20, 40)):
    envelopes = []
    for base in (first, first + shift):
        envelopes.append(max(abs(gauss_mean(sharp, k, start) - sharp_mean)
                             / k for k in range(base, base + 8)
                             ) if False else
                         max(abs(gauss_mean(sharp, k, start) - sharp_mean)
                             * np.exp(rate * k) / k
                             for k in range(base, base + 8)))
    assert abs(np.log(envelopes[1] / envelopes[0])) / shift < 0.1 * rate
a_star = brentq(lambda a: gauss_rate(1 + 1j * a / np.pi) - a, 0.5, 2.5)


def log_error(rule, f, value, counts, start):
    return np.mean([np.log(abs(rule(f, k, start) / value - 1))
                    for k in counts])


sharp_logs = [log_error(trap_mean, sharp, sharp_mean, range(24, 32), 0.0),
              log_error(gauss_mean, sharp, sharp_mean, range(24, 32), 0.0),
              log_error(gauss_mean, sharp, sharp_mean, range(24, 32),
                        -np.pi)]
assert a1 < a_star and sharp_logs[1] < sharp_logs[0] < sharp_logs[2]
broad_logs = [log_error(trap_mean, broad, broad_mean, range(6, 10), 0.0),
              log_error(gauss_mean, broad, broad_mean, range(6, 10), 0.0),
              log_error(gauss_mean, broad, broad_mean, range(6, 10),
                        -np.pi)]
assert a2 > a_star and broad_logs[0] < min(broad_logs[1:])

# Complex zeros of squared distance along the closed planetary path.
H = h**2 + R**2 + rho**2 + s**2
coefficients = np.zeros(2 * p + 1, dtype=complex)
for harmonic, amplitude in ((p - q, R * rho * np.exp(1j * beta0)),
                            (q, -R * s),
                            (p, -rho * s * np.exp(1j * beta0))):
    coefficients[p + harmonic] += amplitude
    coefficients[p - harmonic] += np.conj(amplitude)
coefficients[p] += H
roots = np.roots(coefficients[::-1])
strip = float(np.min(np.abs(np.log(np.abs(roots)))))

# High-precision sums reach the asymptotic range. The 4 percent tolerance
# covers the oscillating factor that remains in the finite-N errors.
mp.mp.dps = 130


def precise_mean(count):
    result = mp.mpf(0)
    b = mp.mpf(beta0)
    for j in range(count):
        t = 2 * mp.pi * j / count
        r2 = (H + 2 * R * rho * mp.cos((p - q) * t + b)
              - 2 * R * s * mp.cos(q * t) - 2 * rho * s * mp.cos(p * t + b))
        result += 1 / (r2 * r2 * mp.sqrt(r2))
    return result / count


precise = precise_mean(1300)
low = max(abs(precise_mean(k) - precise) / mp.mpf(k)**(m - 1)
          for k in range(200, 207))
high = max(abs(precise_mean(k) - precise) / mp.mpf(k)**(m - 1)
           for k in range(600, 607))
measured_strip = float(mp.log(low / high) / 400)
assert abs(measured_strip / strip - 1) < 0.04

reference = quad(path_flux, 0, TWO_PI, epsabs=0, epsrel=1e-12,
                 limit=500)[0] / TWO_PI
assert abs(trap_mean(path_flux, 512) / reference - 1) < 1e-11

# Certified error bound from a zero-free strip.
y = np.linspace(0.002, 0.6, 1200)
Q = (2 * R * rho * np.cosh((p - q) * y) + 2 * R * s * np.cosh(q * y)
     + 2 * rho * s * np.cosh(p * y))
y, Q = y[Q < H], Q[Q < H]
assert y.size > 0 and y[-1] <= strip


def certified_error(count):
    return np.min(2 * flux(H - Q) / np.expm1(y * count)) / reference


for count in range(8, 81):
    for start in (0.0, 0.3, 1.1, 2.0):
        error = abs(trap_mean(path_flux, count, start) / reference - 1)
        assert error <= certified_error(count) + 2e-12
target = 1e-6
certified_count = next(k for k in range(4, 1000)
                       if certified_error(k) < target)


def doubling_mean(f, tolerance, count=8):
    old = trap_mean(f, count)
    while count < 2**16:
        new = (old + trap_mean(f, count, np.pi / count)) / 2
        count *= 2
        if abs(new - old) < tolerance * abs(new):
            return new, count
        old = new
    raise RuntimeError("no convergence")


doubled, doubling_count = doubling_mean(path_flux, target)
assert abs(doubled / reference - 1) < target


def needed_count(counts, errors):
    """Smallest count after which every tested error meets the target."""
    bad = np.flatnonzero(np.asarray(errors) >= target)
    position = 0 if bad.size == 0 else bad[-1] + 1
    assert position < len(counts)
    return counts[position]


starts = TWO_PI * np.arange(24) / 24
counts = list(range(4, 141))
even_counts = list(range(4, 141, 2))
trap_errors = [abs(trap_mean(path_flux, k) / reference - 1) for k in counts]
simpson_errors = [abs(simpson_mean(path_flux, k) / reference - 1)
                  for k in even_counts]
gauss_errors = []
for count in counts:
    x, weight = np.polynomial.legendre.leggauss(count)
    samples = path_flux(starts[:, None] + np.pi * (x + 1))
    gauss_errors.append(np.abs(samples @ weight / 2 / reference - 1))
gauss_errors = np.array(gauss_errors)
trap_need = needed_count(counts, trap_errors)
simpson_need = needed_count(even_counts, simpson_errors)
gauss_needs = [needed_count(counts, gauss_errors[:, j]) for j in range(24)]
assert trap_need < simpson_need
trap_log = np.mean([np.log(abs(trap_mean(path_flux, 64, x0)
                               / reference - 1) + 1e-16) for x0 in starts])
gauss_log = np.mean(np.log(gauss_errors[counts.index(64)] + 1e-16))
assert trap_log < gauss_log

# Gear resonance: closed-path mean compared with the two-angle spectrum.
angle = TWO_PI * np.arange(96) / 96
position = (R * np.exp(1j * angle)[:, None]
            + rho * np.exp(1j * angle)[None, :])
spectrum = np.fft.fft2(flux(h**2 + np.abs(position - s)**2)) / 96**2
two_angle = torus_mean(rho)
assert abs(spectrum[0, 0].real / two_angle - 1) < 1e-11
resonant_sum = spectrum[0, 0].real + sum(
    2 * (spectrum[p * j, -q * j] * np.exp(-1j * q * j * beta0)).real
    for j in (1, 2, 3))
assert abs(resonant_sum / reference - 1) < 1e-11
resonance = 2 * abs(spectrum[p, -q]) / two_angle

# A substrate on a drum turns away from the source: the flux has kinks.
drum, distance = 200.0, 600.0
edge = np.arccos(drum / distance)


def drum_flux(t):
    r2 = drum**2 + distance**2 - 2 * drum * distance * np.cos(t)
    emission = (distance - drum * np.cos(t)) / np.sqrt(r2)
    incidence = (distance * np.cos(t) - drum) / np.sqrt(r2)
    return emission * np.maximum(incidence, 0) / r2


drum_mean = quad(drum_flux, 0, edge, epsabs=0, epsrel=1e-12)[0] / np.pi
edge_r = np.sqrt(distance**2 - drum**2)
slope_jump = ((distance - drum * np.cos(edge)) / edge_r
              * distance * np.sin(edge) / edge_r**3)
for count in range(500, 512):
    fraction = (count * edge / TWO_PI) % 1
    formula = (-TWO_PI * slope_jump
               * (fraction**2 - fraction + 1 / 6) / count**2)
    scale = TWO_PI * slope_jump / (6 * count**2)
    error = trap_mean(drum_flux, count) - drum_mean
    assert abs(error - formula) < 0.05 * scale
kink_error = max(abs(trap_mean(drum_flux, k) / drum_mean - 1)
                 for k in range(64, 96))

# Aluminium coating and neglected effects, all with rough typical inputs.
mass_g, density = 1.0, 2.70
volume = mass_g / density * 1000
radii = (0.0, 50.0, 100.0)
thickness = [volume * torus_mean(x) * 1e6 for x in radii]
path_thickness = volume * reference * 1e6

pool_radius = 10.0
x, weight = np.polynomial.legendre.leggauss(6)
pool_average = 0.0
for node, w in zip(x, weight):
    radial = pool_radius * np.sqrt((node + 1) / 2)
    offsets = np.abs(s + radial * np.exp(1j * TWO_PI * np.arange(12) / 12))
    pool_average += w / 2 * np.mean([torus_mean(rho, z) for z in offsets])
pool_change = pool_average / two_angle - 1

pressure_torr, gas_K, diameter_nm = 5e-6, 300.0, 0.37
free_path = (const.k * gas_K / (np.sqrt(2) * np.pi
             * (diameter_nm * 1e-9)**2 * pressure_torr * const.torr))
t = TWO_PI * np.arange(4096) / 4096
path_position = R * np.exp(1j * q * t) + rho * np.exp(1j * (p * t + beta0))
path_length = np.sqrt(h**2 + np.abs(path_position - s)**2) / 1000
values = path_flux(t)
scattered = np.average(1 - np.exp(-path_length / free_path), weights=values)
n_low = torus_mean(rho, exponent=1.5) / two_angle - 1
n_high = torus_mean(rho, exponent=2.5) / two_angle - 1

orbit_rpm, rate_nm_s = 10.0, 1.0
cycles = path_thickness / rate_nm_s * orbit_rpm / 60 / q
running = np.cumsum(values / reference - 1) / len(t)
unfinished = np.ptp(running) / cycles
ripple = 0.05
ripple_change = abs(ripple * np.mean(values * np.exp(1j * q * t))) / reference
source_K, atomic_mass = 1500.0, 26.98
atom_speed = np.sqrt(8 * const.k * source_K
                     / (np.pi * atomic_mass * const.atomic_mass))
orbit_omega = TWO_PI * orbit_rpm / 60
point_speed = orbit_omega * (R + rho * p / q) / 1000
flight_shift = point_speed * np.max(path_length) / atom_speed * 1000

print(f"throw, source offset: {h:.0f}, {s:.0f} mm")
print(f"orbit radius, point radius: {R:.0f}, {rho:.0f} mm")
print(f"emission exponent n: {n:.1f}; initial angle: {beta0:.1f} rad")
print(f"orbits, planet turns per closed path: {q}, {p}")
print("sharp single rotation: h=100, s=200, rho=200 mm, n=1")
print(f"  A/B: {A1/B1:.4f}; strip a: {a1:.4f} rad")
print(f"  Gauss rate, peak at end: {end_rate:.4f} per point")
print(f"  Gauss rate, peak in middle: {middle_rate:.4f} per point")
print("  geometric mean relative errors, N=24 to 31:")
print("  trapezoid, Gauss end, Gauss middle: "
      + ", ".join(f"{np.exp(v):.2e}" for v in sharp_logs))
print("broad single rotation: h=600, s=200, rho=150 mm, n=1")
print(f"  A/B: {A2/B2:.4f}; strip a: {a2:.4f} rad")
print("  geometric mean relative errors, N=6 to 9:")
print("  trapezoid, Gauss end, Gauss middle: "
      + ", ".join(f"{np.exp(v):.2e}" for v in broad_logs))
print(f"threshold a*: {a_star:.4f} rad; A/B there: {np.cosh(a_star):.4f}")
print(f"planetary strip a from roots: {strip:.5f} rad")
print(f"planetary strip a from errors: {measured_strip:.5f} rad")
print(f"closed-path mean flux factor: {reference:.8e} 1/mm^2")
for count in (16, 32, 64):
    print(f"N={count} relative errors, trapezoid, Simpson, Gauss(t=0): "
          f"{trap_errors[counts.index(count)]:.2e}, "
          f"{simpson_errors[even_counts.index(count)]:.2e}, "
          f"{gauss_errors[counts.index(count), 0]:.2e}")
print(f"N=64 geometric mean over 24 starts, trapezoid, Gauss: "
      f"{np.exp(trap_log):.2e}, {np.exp(gauss_log):.2e}")
print(f"relative error target: {target:.0e}")
print(f"points needed, trapezoid, Simpson: {trap_need}, {simpson_need}")
print(f"points needed, Gauss best to worst start: "
      f"{min(gauss_needs)} to {max(gauss_needs)}")
print(f"certified trapezoid points: {certified_count}")
print(f"points used by doubling: {doubling_count}")
print(f"doubling relative error: {abs(doubled/reference-1):.2e}")
print(f"gear resonance amplitude / mean: {resonance:.3e}")
print(f"drum radius, source distance: {drum:.0f}, {distance:.0f} mm")
print(f"largest kinked-flux relative error, N=64 to 95: {kink_error:.2e}")
print(f"aluminium mass: {mass_g:.1f} g; density: {density:.2f} g/cm^3")
for radius, value in zip(radii, thickness):
    print(f"two-angle thickness at {radius:.0f} mm: {value:.3f} nm")
print(f"closed-path thickness at {rho:.0f} mm: {path_thickness:.3f} nm")
print(f"melt radius: {pool_radius:.0f} mm; "
      f"thickness change: {100*pool_change:.4f} %")
print(f"gas: {pressure_torr:.0e} Torr, {gas_K:.0f} K, "
      f"collision diameter {diameter_nm:.2f} nm")
print(f"mean free path: {free_path:.2f} m; "
      f"atoms scattered: {100*scattered:.2f} %")
print(f"thickness change, n=1.5 and 2.5: "
      f"{100*n_low:.2f}, {100*n_high:.2f} %")
print(f"orbit speed: {orbit_rpm:.0f} rpm; growth: {rate_nm_s:.1f} nm/s")
print(f"closed cycles: {cycles:.2f}; "
      f"unfinished-cycle limit: {100*unfinished:.3f} %")
print(f"orbit-locked rate ripple: {100*ripple:.0f} %; "
      f"largest thickness change: {100*ripple_change:.3f} %")
print(f"vapour: {source_K:.0f} K; mean atom speed: {atom_speed:.0f} m/s")
print(f"upper limit of substrate shift in flight: {flight_shift:.3f} mm")
print("no test failed")
```

Running it gives:

```
throw, source offset: 600, 200 mm
orbit radius, point radius: 250, 100 mm
emission exponent n: 2.0; initial angle: 0.7 rad
orbits, planet turns per closed path: 2, 7
sharp single rotation: h=100, s=200, rho=200 mm, n=1
  A/B: 1.1250; strip a: 0.4949 rad
  Gauss rate, peak at end: 0.8039 per point
  Gauss rate, peak in middle: 0.3138 per point
  geometric mean relative errors, N=24 to 31:
  trapezoid, Gauss end, Gauss middle: 3.33e-05, 5.99e-09, 2.76e-03
broad single rotation: h=600, s=200, rho=150 mm, n=1
  A/B: 7.0417; strip a: 2.6399 rad
  geometric mean relative errors, N=6 to 9:
  trapezoid, Gauss end, Gauss middle: 4.21e-08, 1.62e-06, 4.66e-05
threshold a*: 1.3563 rad; A/B there: 2.0697
planetary strip a from roots: 0.42677 rad
planetary strip a from errors: 0.42510 rad
closed-path mean flux factor: 7.63558402e-07 1/mm^2
N=16 relative errors, trapezoid, Simpson, Gauss(t=0): 5.38e-04, 2.90e-04, 9.05e-03
N=32 relative errors, trapezoid, Simpson, Gauss(t=0): 1.87e-06, 1.82e-04, 7.36e-05
N=64 relative errors, trapezoid, Simpson, Gauss(t=0): 2.91e-12, 6.25e-07, 2.67e-09
N=64 geometric mean over 24 starts, trapezoid, Gauss: 2.58e-12, 2.28e-08
relative error target: 1e-06
points needed, trapezoid, Simpson: 36, 64
points needed, Gauss best to worst start: 47 to 55
certified trapezoid points: 64
points used by doubling: 128
doubling relative error: 0.00e+00
gear resonance amplitude / mean: 1.803e-05
drum radius, source distance: 200, 600 mm
largest kinked-flux relative error, N=64 to 95: 3.44e-04
aluminium mass: 1.0 g; density: 2.70 g/cm^3
two-angle thickness at 0 mm: 291.499 nm
two-angle thickness at 50 mm: 289.292 nm
two-angle thickness at 100 mm: 282.799 nm
closed-path thickness at 100 mm: 282.799 nm
melt radius: 10 mm; thickness change: -0.0145 %
gas: 5e-06 Torr, 300 K, collision diameter 0.37 nm
mean free path: 10.22 m; atoms scattered: 6.26 %
thickness change, n=1.5 and 2.5: -12.60, 11.40 %
orbit speed: 10 rpm; growth: 1.0 nm/s
closed cycles: 23.57; unfinished-cycle limit: 0.406 %
orbit-locked rate ripple: 5 %; largest thickness change: 1.248 %
vapour: 1500 K; mean atom speed: 1085 m/s
upper limit of substrate shift in flight: 0.470 mm
no test failed
```
